# Beam Phase and Pattern Shape in Three- and Four-Beam Interference Lithography

## Which phases move a pattern and which change its shape

Two coherent beams of equal strength, tilted equally and oppositely from the normal of a resist film, make a standing wave along $x$. Its complex amplitude is $2\cos Kx$, where $K$ is the component of each wavevector along the film. A second pair, tilted in the $y$ direction, makes the standing wave $2\cos Ky$. Suppose that both standing waves are present and that the second is delayed or advanced by a phase $\psi$. If $\psi=0$ the amplitudes add, and if $\psi=90^\circ$ the intensities add:

$$
I_{0}=4(\cos Kx+\cos Ky)^2,\qquad
I_{90}=4(\cos^2Kx+\cos^2Ky). \tag{1}
$$

Compare two points. At $x=y=0$ the first pattern has $I_0=4(1+1)^2=16$ and the second has $I_{90}=8$. At $x=\pi/K$, $y=0$ the first has $I_0=4(-1+1)^2=0$ and the second again has $I_{90}=8$. The highest intensity is 16 in one pattern and 8 in the other. A translation cannot alter the highest value of a pattern, so the phase between the two standing waves has changed its shape.

With three beams in general position this does not happen. To see why, and to find the exceptions, we need to know which phase changes are equivalent to a displacement.

**Conventions.** All beams have the same frequency and the time factor $e^{-i\omega t}$. They are plane waves described by one scalar amplitude, which neglects polarization for the present. The film lies at constant $z$. The vector $\mathbf r=(x,y)$ is a position in its plane, and $\mathbf q_j$ is the part of the wavevector of beam $j$ in that plane. With amplitude $a_j$ and phase $\phi_j$, the field in the plane is

$$
E(\mathbf r)=\sum_j a_j\,e^{i(\mathbf q_j\cdot\mathbf r+\phi_j)},\qquad I=|E|^2 . \tag{2}
$$

The time-averaged intensity is proportional to $|E|^2$. When all $a_j=1$, the unit of $I$ is the intensity of one beam acting alone. At another height $z$, each beam gains a fixed phase from its normal wavevector component, which can be included in $a_j$.

Now change the phases by amounts $\delta_j$. Suppose that a vector $\mathbf s$ and a number $\chi$ exist such that

$$
\delta_j=\chi-\mathbf q_j\cdot\mathbf s\quad\text{for every beam } j. \tag{3}
$$

Inserting this in equation (2) gives the new field

$$
E'(\mathbf r)=\sum_j a_j e^{i(\mathbf q_j\cdot\mathbf r+\phi_j+\chi-\mathbf q_j\cdot\mathbf s)}
=e^{i\chi}\sum_j a_j e^{i[\mathbf q_j\cdot(\mathbf r-\mathbf s)+\phi_j]}
=e^{i\chi}E(\mathbf r-\mathbf s). \tag{4}
$$

The factor $e^{i\chi}$ has unit modulus, so $I'(\mathbf r)=I(\mathbf r-\mathbf s)$. The pattern has moved by $\mathbf s$ without any other change.

For three beams, equation (3) is three linear equations for three unknowns: $\chi$, $s_x$ and $s_y$. Subtracting the equation for beam 1 from the other two removes $\chi$:

$$
\mathbf d_2\cdot\mathbf s=-\beta_2,\qquad
\mathbf d_3\cdot\mathbf s=-\beta_3,\qquad
\mathbf d_j=\mathbf q_j-\mathbf q_1,\quad \beta_j=\delta_j-\delta_1. \tag{5}
$$

Let $\Delta=d_{2x}d_{3y}-d_{2y}d_{3x}$. Multiplying the first equation by $d_{3y}$ and the second by $d_{2y}$, then subtracting, eliminates $s_y$. The corresponding multiplication by $d_{3x}$ and $d_{2x}$ eliminates $s_x$. The solution is

$$
s_x=\frac{\beta_3d_{2y}-\beta_2d_{3y}}{\Delta},\qquad
s_y=\frac{\beta_2d_{3x}-\beta_3d_{2x}}{\Delta}. \tag{6}
$$

It exists for every choice of phases if $\Delta\neq0$. Since $|\Delta|$ is twice the area of the triangle formed by the tips of the three $\mathbf q_j$, the condition is that these tips do not lie on one line. Then $\chi=\delta_1+\mathbf q_1\cdot\mathbf s$ satisfies the remaining equation. The beams need not have equal amplitudes. The amplitudes may even be polarization vectors, because equation (4) treats every field component in the same way. The polarization vectors and amplitudes must, however, stay fixed when the phases are changed.

The symmetric three-beam arrangement gives a definite size for the displacement. Let

$$
\mathbf q_1=K(1,0),\quad
\mathbf q_2=K\left(-\tfrac12,\tfrac{\sqrt3}{2}\right),\quad
\mathbf q_3=K\left(-\tfrac12,-\tfrac{\sqrt3}{2}\right), \tag{7}
$$

and add a phase $\delta$ to beam 1 alone. Then $\beta_2=\beta_3=-\delta$, and equation (5) reads

$$
K\left(-\tfrac32s_x+\tfrac{\sqrt3}{2}s_y\right)=\delta,\qquad
K\left(-\tfrac32s_x-\tfrac{\sqrt3}{2}s_y\right)=\delta. \tag{8}
$$

Their difference gives $s_y=0$, and either equation then gives

$$
s_x=-\frac{2\delta}{3K}. \tag{9}
$$

The minus sign means that an added phase on the beam travelling towards positive $x$ moves the pattern towards negative $x$.

To compare this displacement with the lattice constant, let $\mathbf R$ be a period. Each pairwise interference term must return to itself, so $\mathbf d_2\cdot\mathbf R=2\pi m$ and $\mathbf d_3\cdot\mathbf R=2\pi n$ with integers $m,n$. Adding and subtracting these equations gives

$$
R_x=-\frac{2\pi(m+n)}{3K},\qquad
R_y=\frac{2\pi(m-n)}{\sqrt3K}, \tag{10}
$$

$$
|\mathbf R|^2=\frac{4\pi^2}{9K^2}\left[(m+n)^2+3(m-n)^2\right]
=\frac{16\pi^2}{9K^2}(m^2-mn+n^2). \tag{11}
$$

The smallest nonzero value of $m^2-mn+n^2$ is 1, so the lattice constant is

$$
a_3=\frac{4\pi}{3K}. \tag{12}
$$

A phase step $\delta=\pi$ moves the lattice by $2\pi/(3K)=a_3/2$. A step of $2\pi$ moves it by one full period, as it must, since a phase of $2\pi$ has no effect.

**The collinear exception.** Let three beams have in-plane wavevectors $K(1,0)$, $0$ and $K(-1,0)$, as do the orders $+1$, $0$ and $-1$ of a line grating. Their tips lie on one line. Put a phase $\gamma$ on the middle beam. At $z=0$, with unit amplitudes,

$$
I=|e^{i\gamma}+e^{iKx}+e^{-iKx}|^2
=|e^{i\gamma}+2\cos Kx|^2
=1+4\cos^2Kx+4\cos\gamma\cos Kx . \tag{13}
$$

For $\gamma=0$ the peak is $1+4+4=9$. For $\gamma=90^\circ$ it is $1+4=5$. Here the phase changes the shape in the plane, so three beams alone are not a sufficient condition for pure translation.

The exception has a simple meaning in depth. Let $k=2\pi/\lambda$ be the total wavenumber in a uniform medium and $\theta$ the angle of the outer beams. Their normal component is $k_z=k\cos\theta$, while that of the middle beam is $k$. At height $z$ the relative phase becomes

$$
\gamma(z)=\gamma+(k-k_z)z. \tag{14}
$$

Thus the pattern with phase $\gamma$ at $z=0$ is the pattern with zero phase at $z=\gamma/(k-k_z)$. The phase still translates the three-dimensional pattern, but along a direction that a fixed film does not follow. The pattern repeats when the relative phase grows by $2\pi$, after the Talbot distance

$$
z_{\mathrm T}=\frac{2\pi}{k-k_z}=\frac{\lambda}{1-\cos\theta}. \tag{15}
$$

**Four symmetric beams.** Number the beams around the circle:

$$
\mathbf q_1=K(1,0),\quad \mathbf q_2=K(0,1),\quad
\mathbf q_3=K(-1,0),\quad \mathbf q_4=K(0,-1). \tag{16}
$$

All have the polar angle $\theta$, so $K=k\sin\theta$. There are four phases, but a translation and a common phase provide just three adjustable numbers. The missing combination is

$$
\Phi=\phi_1-\phi_2+\phi_3-\phi_4. \tag{17}
$$

Under the changes in equation (3), $\chi$ enters $\Phi$ twice with a plus sign and twice with a minus sign. It cancels. The displacement contributes

$$
-(\mathbf q_1-\mathbf q_2+\mathbf q_3-\mathbf q_4)\cdot\mathbf s=0, \tag{18}
$$

because $\mathbf q_1+\mathbf q_3=0$ and $\mathbf q_2+\mathbf q_4=0$. Since beam phases are defined only up to multiples of $2\pi$, equation (3) can be met only when the change of $\Phi$ is itself a multiple of $2\pi$. Any other change alters the field in a way that a translation and a common phase cannot undo. It remains to find what $\Phi$ does to the intensity, which need not register every such change.

Give all four beams unit amplitude. For the pair along $x$, define its mean phase and displaced coordinate by

$$
\alpha=\frac{\phi_1+\phi_3}{2},\qquad
X=Kx+\frac{\phi_1-\phi_3}{2}. \tag{19}
$$

Then $\alpha+X=Kx+\phi_1$ and $\alpha-X=-Kx+\phi_3$, so the pair has amplitude $e^{i\alpha}(e^{iX}+e^{-iX})=2e^{i\alpha}\cos X$. In the same way, let

$$
\beta=\frac{\phi_2+\phi_4}{2},\qquad
Y=Ky+\frac{\phi_2-\phi_4}{2}. \tag{20}
$$

The other pair has amplitude $2e^{i\beta}\cos Y$. The total intensity is

$$
\begin{aligned}
I&=4|e^{i\alpha}\cos X+e^{i\beta}\cos Y|^2\\
&=4\left[\cos^2X+\cos^2Y+2\cos(\alpha-\beta)\cos X\cos Y\right].
\end{aligned}\tag{21}
$$

Equations (17), (19) and (20) give $\alpha-\beta=\Phi/2$. Hence

$$
I=4\left[\cos^2X+\cos^2Y+2c\cos X\cos Y\right],\qquad
c=\cos\frac{\Phi}{2}. \tag{22}
$$

This contains both patterns of equation (1): $c=1$ gives the first and $c=0$ the second. The four beams have the same $k_z$, so propagation multiplies the entire field by one phase factor. Moving the film in depth leaves this ideal pattern unchanged, in contrast to equation (14).

Adding $2\pi$ to $\Phi$ changes the sign of $c$. Replacing $X$ by $X+\pi$ changes the sign of $\cos X$ and restores equation (22). Patterns with $c$ and $-c$ are therefore translates of each other. Reversing the sign of $\Phi$ leaves $c$ unchanged, so the intensities at $\Phi$ and $-\Phi$ have the same shape although the fields differ. Together these show that the range $0\le\Phi\le\pi$ contains every shape.

The origin of the phase dependence becomes visible when the intensity is written as harmonics. Use $2\cos^2X=1+\cos2X$ and $2\cos X\cos Y=\cos(X+Y)+\cos(X-Y)$:

$$
I=4+2\cos2X+2\cos2Y+4c\left[\cos(X+Y)+\cos(X-Y)\right]. \tag{23}
$$

The diagonal gratings are each produced by two different pairs of neighbouring beams. For instance, $\mathbf q_1-\mathbf q_2=\mathbf q_4-\mathbf q_3=K(1,-1)$. Their complex coefficients add to a quantity of magnitude

$$
\left|e^{i(\phi_1-\phi_2)}+e^{i(\phi_4-\phi_3)}\right|
=2\left|\cos\frac{\phi_1-\phi_2+\phi_3-\phi_4}{2}\right|=2|c|. \tag{24}
$$

At $\Phi=\pi$ the two contributions cancel. The other diagonal grating, from $\mathbf q_1-\mathbf q_4=\mathbf q_2-\mathbf q_3$, cancels at the same phase. The gratings made by opposite beams have no such partner and keep their strength.

Equation (23) also gives the lattice. Let a displacement change $(X,Y)$ by $(u,v)$. The terms in $2X$ and $2Y$ require $u=m\pi$ and $v=n\pi$. If $c\ne0$, the diagonal terms also require $m+n$ to be even. The shortest independent periods are then $(\pi/K)(1,1)$ and $(\pi/K)(1,-1)$, perpendicular and equal in length. If $c=0$, the condition on $m+n$ disappears. The periods are therefore

$$
a_4=\frac{\sqrt2\,\pi}{K}\quad(c\ne0),\qquad
b_4=\frac{\pi}{K}\quad(c=0). \tag{25}
$$

Both lattices are square, with axes turned by $45^\circ$ relative to each other. At $c=0$ the area of the primitive cell is halved. At other phases the lattice is fixed and the change lies in its motif, the intensity distribution within a cell.

## How the motif prints and how well its phase must be held

The symbols carried over are these. Four beams of unit amplitude have in-plane wavenumber $K=(2\pi/\lambda)\sin\theta$ and phases $\phi_1$ to $\phi_4$, numbered around the circle. The coordinates $X$ and $Y$ are $Kx$ and $Ky$ with constant offsets, $\Phi=\phi_1-\phi_2+\phi_3-\phi_4$, and $c=\cos(\Phi/2)$. The intensity is equation (22), its harmonics are equation (23), and its periods are equation (25). Since $c$ and $-c$ give translated copies, we take $0\le\Phi\le\pi$, so that $0\le c\le1$.

How different are two motifs after they have been aligned as well as possible? Let their coefficients be $c$ and $c'$. The mean of a squared cosine is $1/2$, and different harmonics average to zero against each other. Equation (23) gives

$$
\langle I\rangle=4,\qquad
\langle I^2\rangle=16+\frac{2^2+2^2+(4c)^2+(4c)^2}{2}=20+16c^2. \tag{26}
$$

Displace the second pattern by $(u,v)$ in the coordinates $(X,Y)$. The average product is

$$
\langle II'\rangle=16+2\cos2u+2\cos2v
+8cc'\left[\cos(u+v)+\cos(u-v)\right]. \tag{27}
$$

For nonnegative $c$ and $c'$ every cosine reaches its largest value at $u=v=0$, giving $20+16cc'$. The smallest mean squared difference is thus

$$
\langle(I-I')^2\rangle_{\min}
=(20+16c^2)+(20+16c'^2)-2(20+16cc')
=16(c-c')^2. \tag{28}
$$

Taking the square root and dividing by the mean intensity 4 gives a relative difference $|c-c'|$. Between $\Phi=0$ and $\Phi=180^\circ$ it is 1: after the best translation, the root-mean-square difference is still as large as the mean intensity. Equation (26) also excludes a match by rotation, because rotation leaves $\langle I^2\rangle$ unchanged.

To find what the resist sees, locate the peaks. The derivatives of equation (22) are

$$
\frac{\partial I}{\partial X}=-8\sin X(\cos X+c\cos Y),\qquad
\frac{\partial I}{\partial Y}=-8\sin Y(\cos Y+c\cos X). \tag{29}
$$

Take $0\le c<1$. Both derivatives vanish in three ways.

First, both sines may vanish. Let $\sigma=\cos X\cos Y$, which is then $+1$ or $-1$. For small displacements $\xi,\eta$ from such a site, $\cos^2X\simeq1-\xi^2$, $\cos^2Y\simeq1-\eta^2$ and $\cos X\cos Y\simeq\sigma[1-(\xi^2+\eta^2)/2]$. Therefore

$$
I\simeq8(1+\sigma c)\left[1-\frac{\xi^2+\eta^2}{2}\right]. \tag{30}
$$

Both kinds of site are maxima, with heights

$$
I_{\mathrm s}=8(1+c),\qquad I_{\mathrm w}=8(1-c). \tag{31}
$$

The subscripts mean strong and weak. There is one site of each kind in a generic primitive cell. Using $1-\cos u=2\sin^2(u/2)$ and $1+\cos u=2\cos^2(u/2)$ with $u=\Phi/2$, their ratio is $I_{\mathrm w}/I_{\mathrm s}=\tan^2(\Phi/4)$.

Second, one sine and the bracket of the other derivative may vanish. For $\sin X=0$ this means $\cos Y=-c\cos X$, so

$$
I_{\mathrm{saddle}}=4(1+c^2-2c^2)=4(1-c^2). \tag{32}
$$

At such a point the second derivative is $-8(1-c^2)$ along $X$ and $+8(1-c^2)$ along $Y$, while the mixed derivative $8c\sin X\sin Y$ is zero. It is a saddle. Exchanging $X$ and $Y$ gives the others.

Third, both brackets may vanish. Substituting $\cos Y=-c\cos X$ into $\cos X+c\cos Y=0$ gives $(1-c^2)\cos X=0$. Hence both cosines are zero and $I=0$. These are isolated dark points. At $c=1$ the intensity is $4(\cos X+\cos Y)^2$, and the dark points join into lines on which $\cos Y=-\cos X$. The weak sites lie on these lines and are dark.

Now expose a positive resist, whose exposed part is removed by the developer. Model it by a sharp threshold: it clears where the local dose exceeds $D_{\mathrm c}$. Let $D$ be the dose averaged over the pattern. Because $\langle I\rangle=4$ at every $\Phi$, the local dose is $DI/4$, and $D$ can be held fixed while the phase is varied. The peak doses are

$$
D_{\mathrm s}=2D(1+c),\qquad D_{\mathrm w}=2D(1-c). \tag{33}
$$

Consider the range $D_{\mathrm c}/2<D<D_{\mathrm c}$. On every line $\cos X=0$, equation (22) gives $I=4\cos^2Y\le4$, so the dose is at most $D$ and the resist does not clear. The same holds on every line $\cos Y=0$. These lines divide the film into squares, each with one site at its centre. No hole can cross from one square to the next. A cleared region must contain a maximum, and each square has just one, so each square contains either one hole or none.

The strong sites clear at every phase, since $D_{\mathrm s}\ge2D>D_{\mathrm c}$. The weak sites clear when $2D(1-c)>D_{\mathrm c}$. The change occurs at

$$
\Phi^*=2\arccos\left(1-\frac{D_{\mathrm c}}{2D}\right). \tag{34}
$$

Below $\Phi^*$ there is one hole per generic primitive cell, and above it there are two.

**An example at the F2 laser wavelength.** Let a crossed grating, periodic along both $x$ and $y$, be imaged onto the resist through a pupil that passes just four first-order beams. As chosen inputs take $\lambda=157.6$ nm, close to the F2 laser's wavelength of roughly 160 nm, and $\sin\theta=0.20$. Then $K=2\pi(0.20)/157.6=0.007974$ rad/nm. Equation (25) gives a generic period $a_4=157.6/(\sqrt2\times0.20)=557.2$ nm. At $\Phi=180^\circ$ the period is $b_4=157.6/(2\times0.20)=394.0$ nm.

A transparent plate in the pupil, made slightly thicker where beam 1 crosses it, can set the phase. An extra thickness $t$ of index $n_{\mathrm p}$, crossed at normal incidence, adds an optical path $(n_{\mathrm p}-1)t$. With an assumed index of 1.56, a step of $180^\circ$ needs

$$
t=\frac{\lambda}{2(n_{\mathrm p}-1)}
=\frac{157.6\ \mathrm{nm}}{2(0.56)}=140.7\ \mathrm{nm}. \tag{35}
$$

Starting from equal phases, this step changes $\Phi$ from zero to $180^\circ$. By equation (19) it also moves the pattern by $\pi/(2K)=197.0$ nm towards negative $x$. The same step on one of three symmetric beams at the same angle moves their lattice by 262.7 nm, half of its constant 525.3 nm, and leaves its motif unchanged. For the collinear orders of equation (13), the Talbot distance at this angle is 7.80 μm in a medium of index 1, and about 12.6 μm inside a resist of index 1.6.

Choose $D=9.0$ mJ/cm² and $D_{\mathrm c}=10.0$ mJ/cm², both rough typical values. Equation (34) gives $\Phi^*=2\arccos(1-10/18)=127.2^\circ$. The table lists peak doses from equation (33). The hole diameters are those of circles with the same area as the cleared regions. The areas were found by counting points above threshold on a square grid with a spacing of about 2 nm.

| $\Phi$ (deg) | Strong, weak dose (mJ/cm²) | Strong, weak hole (nm) |
|---:|---:|---:|
| 0 | 36.0, 0.0 | 370, none |
| 90 | 30.7, 5.3 | 357, none |
| 120 | 27.0, 9.0 | 345, none |
| 135 | 24.9, 11.1 | 335, 116 |
| 150 | 22.7, 13.3 | 323, 195 |
| 180 | 18.0, 18.0 | 280, 280 |

The weak hole grows quickly once it opens. Equation (30) explains this: near a weak site the dose is $D_{\mathrm w}(1-K^2\rho^2/2)$ at distance $\rho$, so the edge lies at

$$
\rho\simeq\frac1K\sqrt{2\left(1-\frac{D_{\mathrm c}}{D_{\mathrm w}}\right)}. \tag{36}
$$

At $135^\circ$, $D_{\mathrm w}=11.11$ mJ/cm² and equation (36) gives a diameter of about 112 nm, close to the 116 nm obtained from the full pattern. The square root makes the size especially sensitive to phase just above $\Phi^*$.

Phase stability matters differently at the two ends of the range. From equation (33), $dD_{\mathrm w}/d\Phi=D\sin(\Phi/2)$ with $\Phi$ in radians. This is zero at $\Phi=0$ and largest at $180^\circ$. Suppose that the gas along one beam path of 100 mm is warmer by 0.05 K than along the others, at 293 K and constant pressure. Its index minus one, roughly $3\times10^{-4}$, is proportional to density and so to inverse temperature. The path changes by about

$$
(3\times10^{-4})(10^8\ \mathrm{nm})\frac{0.05}{293}=5.12\ \mathrm{nm}, \tag{37}
$$

or $360^\circ\times5.12/157.6=11.7^\circ$ of phase. The index used here is a round figure; nitrogen at this wavelength has about $3.6\times10^{-4}$, which would give about $14^\circ$. Starting at $180^\circ$, this reduces the weak-to-strong peak ratio from 1 to 0.815. Starting at $135^\circ$, a drift of this size towards smaller $\Phi$ crosses $\Phi^*$ and closes the weak holes.

Polarization can remove the phase effect altogether. If every beam is polarized perpendicular to its plane of incidence, the $x$ pair has its electric field along $y$ and the $y$ pair has its field along $x$. These fields are orthogonal, so the cross term in equation (21) vanishes and $I=4(\cos^2X+\cos^2Y)$ for every $\Phi$. The scalar result needs neighbouring beams with nearly parallel fields.

Such fields are available here if the light in the pupil is polarized along $x$. With a rough resist index of 1.6, the beams inside the resist have $\sin\theta_{\mathrm r}=0.20/1.6=0.125$. The fields of neighbouring beams then have overlap $\cos\theta_{\mathrm r}=0.992$. Summing the vector fields numerically, with the Fresnel transmission of each polarization and the mean intensity matched to the scalar pattern, gives a largest local change of 0.8% of the scalar peak. This is the larger of the results at $\Phi=0$ and $180^\circ$. In the same comparison, scalar beams with one beam 10% weaker in intensity give a change of about 4%.

Absorption has a greater effect on printing. All four scalar beams cross the film at the same angle, so absorption multiplies their pattern by a common depth factor. The lateral motif is unchanged, but the dose scale is not. For a film 100 nm thick with a rough base-10 absorbance of 1.5 per μm, the bottom receives

$$
10^{-1.5(0.100)/0.992}=0.706 \tag{38}
$$

of the dose at the top. Its mean dose is 6.35 mJ/cm², and equation (34) gives $\Phi^*=155.4^\circ$ there. Between $127.2^\circ$ and $155.4^\circ$ the weak holes open at the top without clearing to the bottom.

A substrate reflecting 0.5% of the intensity adds a standing wave in depth. So low a value requires an antireflection layer, since bare silicon under such a resist reflects roughly half of the light at this wavelength. The reflected amplitude is $\sqrt{0.005}$ of the incident one, so a node receives $(1-\sqrt{0.005})^2=0.864$ of the dose without reflection. If a node falls at the bottom, the critical phase there rises to $169.8^\circ$. This is the unfavourable case in an estimate with one reflection; the actual position of the nodes depends on the reflection phase. At a reflectivity of 2%, the same estimate gives a mean dose of 4.68 mJ/cm² at a bottom node. This is below $D_{\mathrm c}/2$, so the weak holes would not clear through at any phase.

The source also has a finite spread of directions. Tilting the source adds the same vector to every $\mathbf q_j$, so the differences that form the pattern are unchanged in focus. Away from focus the normal components differ and the fringes blur. Averaging these phase differences numerically over a disk of directions with half-width 10 mrad, at a defocus of 500 nm, leaves a fringe visibility of 0.999. A rough linewidth of 1 pm, which assumes that the laser's second line about 0.1 nm away has been suppressed, gives a coherence length of roughly $\lambda^2/\Delta\lambda\approx25$ mm, far longer than the half-wavelength path added by the plate. The other path differences must also be kept well below this length.

In relation to real F2-laser exposure, the wavelength is representative, but $\sin\theta=0.20$ is small for a process meant to exploit so short a wavelength. It gives coarse periods and favours the scalar approximation. Larger angles give finer periods and make polarization a leading concern. Among the departures estimated here, and with the substrate reflection held near 0.5%, the fall of dose through the film is the most serious: it moves the critical phase from about $127^\circ$ to $155^\circ$, or towards $170^\circ$ with an unfavourable node. Diffusion in the resist and its finite contrast are not included; they would alter the hole sizes and the phase at which weak holes appear. Two equal holes need equal peak doses, which by equation (33) means a phase near $180^\circ$, with the dose and depth conditions met and the drift controlled.

Numerical values quoted here were computed with a short program.
